**One-sided slopes of $E(N)$ and the total-energy gap in generalized Kohn-Sham theory**

For an energy $E[\gamma]$ continuously differentiable in the density matrix and minimised over $0\le\gamma\le1$, $\operatorname{Tr}\gamma=N$, and provided the minimiser at integer $N$ is a unique projector, the right and left derivatives of $E(N)$ there are the lowest empty and highest occupied eigenvalues $\varepsilon_L$, $\varepsilon_H$ of $F=\delta E/\delta\gamma$; $I=E(N-1)-E(N)$ and $A=E(N)-E(N+1)$. For water (unrestricted HF, PBE0, TPSS in 6-31G) the program asserts that Richardson-extrapolated slopes match $\varepsilon_H$ and $\varepsilon_L$ within $10^{-3}$ eV, and that the whole-electron differences deviate downward for HF and upward for the other two. For a spinless ring of $M$ two-site cells with exchange fraction $\alpha$ and interaction $w$, it asserts the linear lower bound on random admissible matrices, the slopes, the Janak integral, and the bounds $\varepsilon_L-\alpha X/2\le-A\le\varepsilon_L+(1-\alpha)J_L/2$ with their hole analogue, where $X=\sum w_{ij}\Delta_{ij}^2$ for the change $\Delta$ of the density matrix and $J_L$ is the self-repulsion of the frontier orbital. At $\alpha=0.25$ it asserts the $1/M$ decay of the excess and of $X$, the return of localised starts to the Bloch solution at $M=16$ (also for $\alpha=0$), and the agreement of the extrapolated $I-A$ with the band gap, both printed as 1.24591 eV. At $\alpha=1$ it asserts a self-trapped state, for which $I-A$ stays 0.13453 eV below the gap at $M=24$ and $48$. For exchange-only OEP over cell-periodic potentials it asserts that the slopes are expectation values of $F$; the slope gap is 6.57419 eV against a Kohn-Sham gap of 3.58647 eV. A quadrature confirms $J=6/(5R)$ for one electron spread over a sphere of radius $R$.

## Program and output

```python
# Under test: for E[g] differentiable in the density matrix g, E(N)=min over 0<=g<=1, Tr g=N,
# and GKS operator F=dE/dg: dE/dN(+)=eL (LUMO), dE/dN(-)=eH (HOMO) at integer N.
# Ring of M cells, E = Tr hg + 1/2 sum w dn dn - alpha/2 sum w g_ij^2, dn = g_ii - 1/2:
#   eL - alpha X/2 <= -A <= eL + (1-alpha) J_L/2   (same for I with -eH),
#   X = sum w D_ij^2, D = g(N+-1)-g(N), J = sum w phi_i^2 phi_j^2, I=E(N-1)-E(N), A=E(N)-E(N+1).
# I-A -> eL-eH when the carrier delocalises; not for self-trapped HF; OEP slopes are <F>.
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.optimize import minimize, minimize_scalar
from scipy.linalg import expm
from scipy.integrate import dblquad
from pyscf import gto, scf, dft
from pyscf.scf import hf as pyhf
pyhf.MUTE_CHKFILE = True
HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10
rng = np.random.default_rng(1)
STEP = 1e-3

def slope(E, E0, sign):  # Richardson one-sided derivative; E(x) is the energy at N+x
    return 2*(E(sign*STEP)-E0)/(sign*STEP) - (E(2*sign*STEP)-E0)/(2*sign*STEP)

# ---------------- water ----------------
r, ang = 0.96, 104.5
y, z = r*np.sin(np.radians(ang/2)), r*np.cos(np.radians(ang/2))
mol = gto.M(atom=f'O 0 0 0; H 0 {y} {z}; H 0 {-y} {z}', basis='6-31g', verbose=0)
grid = dft.gen_grid.Grids(mol); grid.atom_grid = (30, 86); grid.build()
nao = mol.nao
print(f'water: r(OH) = {r} angstrom, angle = {ang} deg, 6-31G, step = {STEP} electron')

def water(xc, x, mo=None):
    occ = np.array([np.clip(5+x-np.arange(nao), 0, 1), np.clip(5.-np.arange(nao), 0, 1)])
    mf = scf.UHF(mol) if xc is None else dft.UKS(mol)
    if xc is not None:
        mf.xc = xc; mf.grids = grid
    mf.chkfile = None; mf.conv_tol = 1e-11; mf.max_cycle = 100
    mf.get_occ = lambda mo_energy=None, mo_coeff=None: occ
    mf.kernel(None if mo is None else mf.make_rdm1(mo, occ))
    assert mf.converged
    return mf

for name, xc in [('HF', None), ('PBE0', 'PBE0'), ('TPSS', 'MGGA_X_TPSS,MGGA_C_TPSS')]:
    m0 = water(xc, 0.)
    E = lambda x: water(xc, x, m0.mo_coeff).e_tot*HA
    E0 = m0.e_tot*HA
    eH, eL = m0.mo_energy[0][4]*HA, m0.mo_energy[0][5]*HA
    dm, dp = slope(E, E0, -1), slope(E, E0, 1)
    I, A = E(-1.)-E0, E0-E(1.)
    assert abs(dm-eH) < 1e-3 and abs(dp-eL) < 1e-3
    sgn = -1 if name == 'HF' else 1      # HF concave, the other two convex
    assert sgn*(I+eH) > 0.05 and sgn*(-A-eL) > 0.02
    print(f'{name}: eH = {eH:.4f} eV, dE/dN(-) = {dm:.4f} eV')
    print(f'{name}: eL = {eL:.4f} eV, dE/dN(+) = {dp:.4f} eV')
    print(f'{name}: I = {I:.4f} eV, A = {A:.4f} eV')
    print(f'{name}: eL-eH = {eL-eH:.4f} eV, I-A = {I-A:.4f} eV')

# ---------------- ring ----------------
T, STAG, U, LAM, SP = 1.0, 1.0, 10.0, 2.0, 2.0
print(f'ring: t = {T} eV, stagger = {STAG} eV, U = {U} eV')
print(f'ring: lambda = {LAM} angstrom, site spacing = {SP} angstrom')

class Ring:
    def __init__(s, M, alpha):
        s.M, s.al, s.n = M, alpha, 2*M
        i = np.arange(s.n)
        s.hop = np.zeros((s.n, s.n)); s.hop[i, (i+1) % s.n] = -T; s.hop += s.hop.T.copy()
        s.stag = np.diag(-(-1.)**i)
        s.h = s.hop + STAG*s.stag
        d, L = SP*abs(i[:, None]-i[None, :]), SP*s.n
        s.w = U*(np.exp(-d/LAM)+np.exp(-(L-d)/LAM))/(1-np.exp(-L/LAM))
        s.E0, s.g0, s.e, s.C = s.scf(0., s.h)
        s.F0 = s.fock(s.g0)
        s.eH, s.eL = s.e[M-1], s.e[M]
        assert s.e[M+1]-s.eL > 1e-4 and s.eH-s.e[M-2] > 1e-4
    def energy(s, g):
        dn = np.diag(g)-.5
        return np.sum(s.h*g)+.5*dn@s.w@dn-.5*s.al*np.sum(s.w*g*g)
    def fock(s, g):
        return s.h+np.diag(s.w@(np.diag(g)-.5))-s.al*s.w*g
    def occ(s, x):
        return np.clip(s.M+x-np.arange(s.n), 0, 1)
    def sym(s, g):  # average over cell translations
        c = np.arange(s.M); G = g.reshape(s.M, 2, s.M, 2)
        av = G[c[:, None], :, (c[:, None]+c[None, :]) % s.M, :].mean(0)
        return av[(c[None, :]-c[:, None]) % s.M].transpose(0, 2, 1, 3).reshape(s.n, s.n)
    def scf(s, x, F=None):  # translation-symmetric aufbau solution at N+x
        F = s.F0 if F is None else F
        g = None
        for it in range(800):
            e, C = np.linalg.eigh(F)
            gn = s.sym((C*s.occ(x))@C.T)
            if g is not None and abs(gn-g).max() < 1e-10:
                return s.energy(gn), gn, e, C
            g = gn if g is None else .5*(g+gn)
            F = s.fock(g)
        raise AssertionError('no convergence')
    def direct(s, k):  # free minimisation over N+k orbitals from a localised start
        F = s.F0.copy(); site = 1 if k > 0 else 0
        F[site, site] -= 5.*k
        C0 = np.linalg.eigh(F)[1][:, :s.M+k]
        C0 = C0+1e-3*rng.standard_normal(C0.shape)
        def f(v):
            C = v.reshape(C0.shape); Y = np.linalg.solve(C.T@C, C.T).T
            g = C@Y.T; FY = s.fock(g)@Y
            return s.energy(g), 2*(FY-g@FY).ravel()
        res = minimize(f, C0.ravel(), jac=True, method='L-BFGS-B',
                       options=dict(maxiter=800, ftol=1e-14, gtol=1e-7, maxcor=20))
        C = res.x.reshape(C0.shape)
        return res.fun, C@np.linalg.solve(C.T@C, C.T)
    def sandwich(s, k, Ek, gk):  # returns excess over the eigenvalue, X and J
        p = s.C[:, s.M if k > 0 else s.M-1]
        eps = s.eL if k > 0 else -s.eH
        J, X = p**2@s.w@p**2, np.sum(s.w*(gk-s.g0)**2)
        trial = s.energy(s.g0+k*np.outer(p, p))-s.E0
        assert abs(trial-eps-.5*(1-s.al)*J) < 1e-7
        exc = Ek-s.E0-eps
        assert -.5*s.al*X-1e-7 <= exc <= .5*(1-s.al)*J+1e-7
        return exc, X, J

# linear lower bound on random admissible density matrices; slopes; Janak integral
R = Ring(16, .25)
assert np.linalg.eigvalsh(R.w).min() > 0
for trial in range(200):
    x = rng.uniform(-1, 1); B = rng.standard_normal((R.n, R.n))
    Q = R.C@expm(10**rng.uniform(-4, -1)*(B-B.T)); eta = 10**rng.uniform(-5, -1)
    g = (Q*((1-eta)*R.occ(x)+eta*(R.M+x)/R.n))@Q.T
    assert np.sum(R.F0*(g-R.g0)) >= x*(R.eL if x > 0 else R.eH)-1e-8
dm, dp = [slope(lambda x: R.scf(x)[0], R.E0, sg) for sg in (-1, 1)]
assert abs(dm-R.eH) < 1e-5 and abs(dp-R.eL) < 1e-5
print(f'alpha=0.25 M=16: eH = {R.eH:.6f} eV, dE/dN(-) = {dm:.6f} eV')
print(f'alpha=0.25 M=16: eL = {R.eL:.6f} eV, dE/dN(+) = {dp:.6f} eV')
xs, ws = np.polynomial.legendre.leggauss(5)
janak = sum(.5*b*R.scf(.5*(a+1))[2][R.M] for a, b in zip(xs, ws))
mA = R.scf(1.)[0]-R.E0
assert abs(janak-mA) < 1e-6
print(f'alpha=0.25 M=16: Janak integral = {janak:.6f} eV, -A = {mA:.6f} eV')

# localised starts fall back to the Bloch solution
for al, Rg in ((0., Ring(16, 0.)), (.25, R)):
    dev = 0.
    for k in (1, -1):
        Es, gs = Rg.scf(float(k))[:2]; Rg.sandwich(k, Es, gs)
        dev = max(dev, abs(Rg.direct(k)[0]-Es))
    for Ed in (dev, abs(Rg.direct(0)[0]-Rg.E0)):
        assert Ed < 1e-6
    print(f'alpha={al} M=16: gap = {Rg.eL-Rg.eH:.5f} eV, |E(free)-E(Bloch)| = {dev:.1e} eV')

# size series
Ms, tot, gaps, Xs = [24, 48, 96], [], [], []
for M in Ms:
    Rg = Ring(M, .25)
    (xe, Xe, Je), (xh, Xh, Jh) = [Rg.sandwich(k, *Rg.scf(float(k))[:2]) for k in (1, -1)]
    gaps.append(Rg.eL-Rg.eH); tot.append(gaps[-1]+xe+xh); Xs.append(Xe)
    print(f'alpha=0.25 M={M}: gap = {gaps[-1]:.6f} eV, I-A = {tot[-1]:.6f} eV')
    print(f'  -A-eL = {xe:.5f} eV, bounds {-.125*Xe:.5f} and {.375*Je:.5f} eV')
    print(f'  M*(I-A-gap) = {M*(xe+xh):.4f} eV, M*X = {M*Xe:.4f} eV, M*J_L = {M*Je:.4f} eV')
assert abs(gaps[2]-gaps[1]) < 1e-5
assert abs((tot[1]-gaps[1])/(tot[2]-gaps[2])-2) < 0.1 and abs(Xs[1]/Xs[2]-2) < 0.1
limit = np.polyfit(1/np.array(Ms, float), tot, 2)[-1]
assert abs(limit-gaps[2]) < 2e-3
print(f'alpha=0.25: extrapolated I-A = {limit:.5f} eV = {limit/HA:.6f} hartree')
print(f'alpha=0.25: band gap = {gaps[2]:.5f} eV = {gaps[2]/HA:.6f} hartree')

# Hartree-Fock: self-trapping
bl, tr, Xt = [], [], []
for M in (24, 48):
    Rg = Ring(M, 1.)
    sb = [Rg.sandwich(k, *Rg.scf(float(k))[:2]) for k in (1, -1)]
    st = [Rg.sandwich(k, *Rg.direct(k)) for k in (1, -1)]
    bl.append(sb[0][0]+sb[1][0]); tr.append(st[0][0]+st[1][0]); Xt.append(st[0][1])
    print(f'alpha=1 M={M}: gap = {Rg.eL-Rg.eH:.5f} eV, I-A(trapped) = {Rg.eL-Rg.eH+tr[-1]:.5f} eV')
    print(f'  I-A-gap: Bloch {bl[-1]:.5f} eV, trapped {tr[-1]:.5f} eV')
    print(f'  X: Bloch {sb[0][1]:.5f} eV, trapped {st[0][1]:.5f} eV')
assert bl[1] < 0 and 1.7 < bl[0]/bl[1] < 2.3
assert tr[1] < -0.02 and tr[1] < bl[1]-5e-3 and abs(tr[0]-tr[1]) < 0.1*abs(tr[1])
assert Xt[1]/Xt[0] > 0.8

# exchange-only OEP over cell-periodic local potentials (amplitude v)
Ro = Ring(16, 1.)
def oep(x):
    def state(v):
        e, C = np.linalg.eigh(Ro.hop+v*Ro.stag)
        return (C*Ro.occ(x))@C.T, e, C
    res = minimize_scalar(lambda v: Ro.energy(state(v)[0]), bounds=(.05, 6.),
                          method='bounded', options=dict(xatol=1e-10))
    return res.fun, state(res.x)
Eo, (go, eo, Co) = oep(0.)
Fo = Ro.fock(go); fH, fL = Co[:, 15]@Fo@Co[:, 15], Co[:, 16]@Fo@Co[:, 16]
dm, dp = [slope(lambda x: oep(x)[0], Eo, sg) for sg in (-1, 1)]
ks = eo[16]-eo[15]
assert abs(dm-fH) < 1e-4 and abs(dp-fL) < 1e-4 and Eo > Ro.E0 and dp-dm-ks > 0.1
print(f'OEP M=16: KS gap = {ks:.5f} eV, slope gap = {dp-dm:.5f} eV')
print(f'OEP M=16: <L|F|L>-<H|F|H> = {fL-fH:.5f} eV, discontinuity = {dp-dm-ks:.5f} eV')
print(f'HF M=16: GKS gap = {Ro.eL-Ro.eH:.5f} eV, E(OEP)-E(HF) = {Eo-Ro.E0:.5f} eV')

# Coulomb self-repulsion of one electron spread over a sphere (shell kernel 1/r_greater)
for Rad in (10., 20.):
    a = Rad/BOHR
    J = 2*dblquad(lambda p, q: 9*p*p*q/a**6, 0, a, 0, lambda q: q)[0]
    assert abs(J*a-1.2) < 1e-7
    print(f'uniform sphere R = {Rad} angstrom: J = {J*HA:.4f} eV')
print('tests ok')
```

Running it gives:

```
water: r(OH) = 0.96 angstrom, angle = 104.5 deg, 6-31G, step = 0.001 electron
HF: eH = -13.6393 eV, dE/dN(-) = -13.6393 eV
HF: eL = 5.5274 eV, dE/dN(+) = 5.5274 eV
HF: I = 10.9686 eV, A = -5.2659 eV
HF: eL-eH = 19.1667 eV, I-A = 16.2345 eV
PBE0: eH = -8.3133 eV, dE/dN(-) = -8.3133 eV
PBE0: eL = 2.0251 eV, dE/dN(+) = 2.0251 eV
PBE0: I = 12.3281 eV, A = -4.4938 eV
PBE0: eL-eH = 10.3385 eV, I-A = 16.8220 eV
TPSS: eH = -6.4202 eV, dE/dN(-) = -6.4202 eV
TPSS: eL = 1.2088 eV, dE/dN(+) = 1.2088 eV
TPSS: I = 12.2712 eV, A = -4.5564 eV
TPSS: eL-eH = 7.6290 eV, I-A = 16.8276 eV
ring: t = 1.0 eV, stagger = 1.0 eV, U = 10.0 eV
ring: lambda = 2.0 angstrom, site spacing = 2.0 angstrom
alpha=0.25 M=16: eH = -1.872941 eV, dE/dN(-) = -1.872941 eV
alpha=0.25 M=16: eL = -0.627059 eV, dE/dN(+) = -0.627059 eV
alpha=0.25 M=16: Janak integral = -0.330587 eV, -A = -0.330587 eV
alpha=0.0 M=16: gap = 0.58200 eV, |E(free)-E(Bloch)| = 1.8e-13 eV
alpha=0.25 M=16: gap = 1.24588 eV, |E(free)-E(Bloch)| = 1.6e-13 eV
alpha=0.25 M=24: gap = 1.245914 eV, I-A = 1.641186 eV
  -A-eL = 0.19764 eV, bounds -0.05536 and 0.20516 eV
  M*(I-A-gap) = 9.4865 eV, M*X = 10.6294 eV, M*J_L = 13.1304 eV
alpha=0.25 M=48: gap = 1.245915 eV, I-A = 1.443540 eV
  -A-eL = 0.09881 eV, bounds -0.02766 and 0.10258 eV
  M*(I-A-gap) = 9.4860 eV, M*X = 10.6229 eV, M*J_L = 13.1304 eV
alpha=0.25 M=96: gap = 1.245915 eV, I-A = 1.344724 eV
  -A-eL = 0.04940 eV, bounds -0.01383 and 0.05129 eV
  M*(I-A-gap) = 9.4857 eV, M*X = 10.6198 eV, M*J_L = 13.1304 eV
alpha=0.25: extrapolated I-A = 1.24591 eV = 0.045787 hartree
alpha=0.25: band gap = 1.24591 eV = 0.045787 hartree
alpha=1 M=24: gap = 6.57829 eV, I-A(trapped) = 6.44376 eV
  I-A-gap: Bloch -0.03145 eV, trapped -0.13453 eV
  X: Bloch 0.71253 eV, trapped 4.94033 eV
alpha=1 M=48: gap = 6.57829 eV, I-A(trapped) = 6.44376 eV
  I-A-gap: Bloch -0.01539 eV, trapped -0.13453 eV
  X: Bloch 0.35341 eV, trapped 4.94034 eV
OEP M=16: KS gap = 3.58647 eV, slope gap = 6.57419 eV
OEP M=16: <L|F|L>-<H|F|H> = 6.57419 eV, discontinuity = 2.98772 eV
HF M=16: GKS gap = 6.57829 eV, E(OEP)-E(HF) = 0.00118 eV
uniform sphere R = 10.0 angstrom: J = 1.7280 eV
uniform sphere R = 20.0 angstrom: J = 0.8640 eV
tests ok
```
